# Charge-pumping current of a trapezoidally pulsed MOS gate

## Result

An n-channel MOS transistor has its source, drain and body at ground. A trapezoidal gate pulse of frequency $f$ carries the surface from accumulation to strong inversion and back. For a uniform density $D$ of interface traps (per area and energy) under a gate of area $A$, a steady current of magnitude

$$I=qAfD\,W,\qquad W=-2kT\left[\ln\!\left(v\,n_i\sqrt{\sigma_n\sigma_p\,t_e t_h}\right)+\gamma\right] \tag{1}$$

flows between the body and the source and drain. Here $\sigma_n,\sigma_p$ are the capture cross-sections for electrons and holes, $v$ is the thermal velocity, $n_i$ the intrinsic density and $\gamma=0.5772$ Euler's constant. The times $t_e$ and $t_h$ are those during which traps can emit electrons on the falling ramp and holes on the rising ramp. To leading order

$$t_e\simeq\frac{|V_T-V_{FB}|}{\Delta V}\,t_f,\qquad t_h\simeq\frac{|V_T-V_{FB}|}{\Delta V}\,t_r, \tag{2}$$

with threshold voltage $V_T$, flat-band voltage $V_{FB}$, pulse amplitude $\Delta V$, fall time $t_f$ and rise time $t_r$. The energy window $W$ therefore shrinks logarithmically as the ramps are made slower.

## Assumptions

Trap energies $E$ are measured from the intrinsic level at the surface, and degeneracy factors are absorbed in $E$. The surface potential $\psi_s$ is given in energy units. The derivation assumes the following.

- The carriers follow the gate without delay. No channel electrons are stranded and lost in the body when the channel disappears.
- The surface densities obey Boltzmann statistics, and $n_sp_s=n_i^2$ since all terminals are at ground. In strong inversion and accumulation real carriers become degenerate, but the emission times are set by the much lower densities near threshold and flat band.
- The trap charge does not disturb $\psi_s$.
- The pulse rests at each level long enough to fill the traps with electrons at the high level and with holes at the low level.
- The cross-sections are constant, and there are no slow traps inside the oxide.
- $W\gg kT$, and both edges of the window lie inside the gap by several $kT$.

## Rate equation

A trap is filled by electron capture (rate $c_n$) or hole emission ($e_p$), and emptied by electron emission ($e_n$) or hole capture ($c_p$). Its occupation $F$ obeys

$$\frac{dF}{dt}=(c_n+e_p)(1-F)-(e_n+c_p)F,\qquad c_n=\sigma_nvn_s,\quad c_p=\sigma_pvp_s. \tag{3}$$

The emission rates follow from detailed balance. In equilibrium with Fermi level $\mu$, $(1-F)/F=e^{(E-\mu)/kT}$, $n_s=n_ie^{\mu/kT}$ and $p_s=n_ie^{-\mu/kT}$. Each kind of carrier must balance separately. For electrons, $c_n(1-F)=e_nF$ gives

$$e_n=\sigma_nvn_ie^{\mu/kT}e^{(E-\mu)/kT}=\sigma_nvn_i\,e^{E/kT}. \tag{4}$$

For holes, $c_pF=e_p(1-F)$ gives in the same way

$$e_p=\sigma_pvn_i\,e^{-E/kT}. \tag{5}$$

Traps high in the gap emit electrons quickly; traps low in the gap emit holes quickly.

## Counting the pumped charge

Let $N(E)$ be the net number of holes that a trap captures in one period of the steady state:

$$N=\oint\left[c_pF-e_p(1-F)\right]dt. \tag{6}$$

The net number of captured electrons is $\oint[c_n(1-F)-e_nF]\,dt$. By (3), this number minus $N$ equals $\oint (dF/dt)\,dt$, which vanishes because $F$ is periodic. Each period thus takes $N$ electrons from source and drain and $N$ holes from the body, and the current is

$$I=qAf\int D\,N(E)\,dE. \tag{7}$$

The trap enters the falling ramp filled. Let $P_e$ be the probability that its electron is finally removed by a hole; with probability $1-P_e$ it is emitted and returns to source and drain. The fall and the low level together then contribute $P_e$ net captured holes. The trap enters the rising ramp empty, that is, holding a hole. With probability $P_h$ this hole is removed by a captured electron; with probability $1-P_h$ it is emitted and returns to the body, which counts as $-1$ captured hole. Hence

$$N=P_e-(1-P_h)=P_e+P_h-1. \tag{8}$$

A trap near the conduction band has $P_e\to0$, $P_h\to1$, so $N\to0$: it exchanges electrons with the channel alone. A trap near the valence band has $P_e\to1$, $P_h\to0$, and again $N\to0$. Traps in the middle have $N\simeq1$.

## The emission time

Equation (3) has a simple reading as a random process. At rate $c_n$ an electron event sets the trap to "filled", whatever its state was; an event that meets a filled trap changes nothing. At rate $c_p$ a hole event sets it to "empty".

Take a trap in the upper half of the gap during the fall, where $e_p$ is negligible. Let $t_1$ be the time of the last electron event and $t_2$ that of the first hole event, with $t_1<t_2$ because the electrons have left the surface before the holes arrive. At $t_1$ the trap is filled, whatever happened earlier. The electron survives until $t_2$ if no emission occurs in between, so

$$P_e=\left\langle e^{-e_n(t_2-t_1)}\right\rangle. \tag{9}$$

For a trap in the lower half, $e_n$ is negligible and $P_e=1$. Equation (9) gives this too, so it serves for all $E$.

The mean of $t_2-t_1$ follows from the probability that a given time $t$ lies inside the interval. This requires no electron event after $t$ and no hole event before $t$. The two conditions are independent, and their joint probability is $e^{-\Lambda(t)}$ with

$$\Lambda(t)=\int_t^{\rm end}c_n\,dt'+\int_{\rm start}^{t}c_p\,dt'. \tag{10}$$

Integration over $t$ gives the mean length:

$$t_e\equiv\langle t_2-t_1\rangle=\int e^{-\Lambda(t)}\,dt. \tag{11}$$

This time does not depend on the trap energy. On the rising ramp electrons and holes exchange roles, which defines $t_h$ in the same way.

The interval fluctuates with some variance $s^2$. Expanding the logarithm of (9) in cumulants,

$$\ln P_e=-e_nt_e+\tfrac12e_n^2s^2-\dots \tag{12}$$

At the edge of the window $e_nt_e\sim1$, so the second term is of order $(s/t_e)^2$. Neglecting it,

$$P_e\simeq e^{-e_nt_e},\qquad P_h\simeq e^{-e_pt_h}. \tag{13}$$

## The energy integral

The window is $W=\int N\,dE$, and I split it at $E=0$, deep inside the window. For $E>0$, $1-P_h$ is negligible and $N\simeq P_e$. For $E<0$, $1-P_e$ is negligible and $N\simeq P_h$. Put $a=\sigma_nvn_it_e$ and $x=E/kT+\ln a$, so that $e_nt_e=e^x$. The upper limit can be moved from the band edge to infinity, because $P_e$ is already negligible there:

$$\int_0^\infty P_e\,dE=kT\int_{\ln a}^{\infty}\exp(-e^x)\,dx. \tag{14}$$

Since $\ln a$ is large and negative, I add and subtract a unit step that ends at $x=0$. The step contributes $-\ln a$. In the remainder the lower limit can go to $-\infty$, and with $y=e^x$ it is

$$J=\int_0^1\frac{e^{-y}-1}{y}\,dy+\int_1^\infty\frac{e^{-y}}{y}\,dy. \tag{15}$$

Integrate both terms by parts with $dy/y=d\ln y$. The boundary terms $(e^{-y}-1)\ln y$ at 0 and 1, and $e^{-y}\ln y$ at 1 and $\infty$, all vanish. What is left combines to

$$J=\int_0^\infty e^{-y}\ln y\,dy=\Gamma'(1)=-\gamma. \tag{16}$$

The upper part of the window therefore has the width

$$E_e=-kT\left[\ln(\sigma_nvn_it_e)+\gamma\right]. \tag{17}$$

The hole side is its mirror image, with lower edge

$$E_h=+kT\left[\ln(\sigma_pvn_it_h)+\gamma\right]. \tag{18}$$

The difference $W=E_e-E_h$ is (1). The constant $\gamma$ arises because the survival probability falls off smoothly with energy, and not symmetrically about $e_nt_e=1$. A sharp edge placed at $e_nt_e=1$ would omit it and make the window too wide by $2\gamma kT$.

## Why threshold and flat band

It remains to relate $t_e$ to the gate voltage. Near the end of electron capture $n_s\propto e^{\psi_s/kT}$ falls exponentially with time constant $\tau_1=kT/|\dot\psi_s|$, as long as $\dot\psi_s$ is nearly constant over a few $kT$. Then $\int_t^\infty c_n\,dt'=\tau_1c_n(t)$. The probability that the last electron event came before $t$ is $e^{-u}$ with $u=\tau_1c_n(t)$. The value of $u$ at the last event is thus exponentially distributed with unit mean, and by (16) $\langle\ln u\rangle=-\gamma$. Because $\ln u$ is linear in time, the mean time of the last event is the time at which

$$c_n=\frac{e^{-\gamma}}{\tau_1}=0.561\,\frac{|\dot\psi_s|}{kT}. \tag{19}$$

The same argument for the first hole event gives $c_p\approx e^{-\gamma}/\tau_2$, with $\tau_2$ the time constant at that end. This estimate is rougher, because $\dot\psi_s$ changes more quickly near flat band.

In the example below the gate falls by 3 V in 100 ns, or $3\times10^7$ V/s. The surface potential moves more slowly than the gate, so $|\dot\psi_s|<3\times10^7$ eV/s. With $\sigma_nv=2\times10^{-8}$ cm³/s, (19) gives

$$n_s<\frac{0.561\times3\times10^7}{0.02585\times2\times10^{-8}}\ \mathrm{cm^{-3}}\simeq3\times10^{16}\ \mathrm{cm^{-3}}.$$

The corresponding bound for holes is $p_s<1.3\times10^{17}$ cm⁻³. The actual densities are not far below these bounds. The surface potential moves at a fraction $1/(1+C_s/C_{ox})$ of the gate's rate, where $C_s$ and $C_{ox}$ are the capacitances per area of the semiconductor surface and the oxide. In the example this fraction is about 0.8 near threshold and 0.5 near flat band, so the densities are lower than the bounds by at most a factor of about two. At threshold $n_s$ equals the doping, $10^{17}$ cm⁻³, and at flat band $p_s$ does. A density that differs from the doping by a moderate factor shifts $\psi_s$ by just $kT$ times the logarithm of that factor. For such ramps the interval thus begins near threshold and ends near flat band. As the gate voltage is linear in time, (2) follows, and (1) becomes

$$I\simeq-2qAfD\,kT\left[\ln\!\left(vn_i\sqrt{\sigma_n\sigma_p}\,\frac{|V_T-V_{FB}|}{\Delta V}\sqrt{t_rt_f}\right)+\gamma\right]. \tag{20}$$

## The logarithmic slope

Equation (20) suggests $dW/d\ln t_f=-kT$ at fixed $t_r$. The ends of the interval, however, move with the ramp rate. With fixed levels write $t=t_fx$; then $\Lambda=t_fg(x)$, where $g$ does not depend on $t_f$, and $t_e=t_f\int e^{-t_fg}dx$. Differentiating both factors,

$$\frac{dt_e}{d\ln t_f}=t_e-\int\Lambda e^{-\Lambda}dt\equiv t_e(1-\delta), \tag{21}$$

$$\frac{dW}{d\ln t_f}=-kT(1-\delta). \tag{22}$$

For exponential ends $|d\Lambda|=\Lambda\,dt/\tau$, so each end contributes $\tau\int_0^\infty e^{-\Lambda}d\Lambda=\tau$, and $\delta=(\tau_1+\tau_2)/t_e$. On a slower ramp electron capture lasts to a lower $n_s$ and hole capture sets in at a lower $p_s$. The interval covers less gate voltage, and $t_e$ grows less than in proportion to $t_f$.

The slope also serves when $D$ depends on energy. With $y=e_nt_e$, (13) gives $\partial N/\partial\ln t_f=-(1-\delta)\,y\,e^{-y}$, and with $dE=kT\,dy/y$

$$\frac{dI}{d\ln t_f}=-qAf\,kT(1-\delta)\int_0^\infty D(E)\,e^{-y}\,dy. \tag{23}$$

The weight $e^{-y}$ has unit integral, and by (16) its mean energy is the one with $\ln y=-\gamma$, which is $E_e$. Varying the fall time therefore reads $D$ near the upper edge, averaged over an energy range of order $kT$. Varying the rise time reads it near the lower edge.

## Worked example

The model transistor has doping $10^{17}$ cm⁻³, a 5 nm oxide, $n_i=10^{10}$ cm⁻³ and $kT=0.02585$ eV. The traps have $D=10^{10}$ cm⁻² eV⁻¹, $\sigma_n=2\times10^{-15}$ cm² and $\sigma_p=5\times10^{-16}$ cm², with $v=10^7$ cm/s. The gate area is $10^{-6}$ cm². The pulse runs at 100 kHz between $-1$ V and $+2$ V from flat band, with $t_r=200$ ns and $t_f=100$ ns.

The electrostatics give $V_T-V_{FB}=1.071$ V, so (2) yields $t_e\simeq(1.071/3)\times100=35.7$ ns and $t_h\simeq71.4$ ns. The integral (11) gives 33.9 ns and 64.2 ns. With the latter,

$$\sigma_nvn_it_e=200\ \mathrm{s^{-1}}\times33.9\ \mathrm{ns}=6.78\times10^{-6},\qquad\ln=-11.90,$$

$$\sigma_pvn_it_h=50\ \mathrm{s^{-1}}\times64.2\ \mathrm{ns}=3.21\times10^{-6},\qquad\ln=-12.65.$$

The edges are $E_e=0.02585\,(11.90-0.577)=0.293$ eV and $E_h=-0.02585\,(12.65-0.577)=-0.312$ eV, and $W=0.605$ eV. The current is

$$I=1.602\times10^{-19}\times10^{-6}\times10^{5}\times10^{10}\times0.605\ \mathrm{A}=96.9\ \mathrm{pA}.$$

Direct integration of (3) over the whole pulse, with the nonlinear surface potential and all four rates, gives 96.92 pA against 96.90 pA from (1). The small excess has the sign expected from (12). That term adds $\tfrac12e_n^2s^2e^{-e_nt_e}$ to $P_e$, and its integral is $kT\,s^2/2t_e^2$, a positive amount.

The simpler formula (20) gives 96.3 pA, 0.7% below the full result, because its emission times are somewhat long. Without $\gamma$ it gives 101.0 pA, 4% above. If the cross-sections are known independently, a trap density deduced from a measured current with the sharp-edge formula would here come out about 4% too low. If $\sqrt{\sigma_n\sigma_p}$ is instead fitted, omitting $\gamma$ multiplies its fitted value by $e^{\gamma}=1.78$.

The slope between fall times of 80 and 125 ns is $-0.922\,kT$ in the full integration, and (22) with $\delta=0.078$ gives the same value. Setting the slope equal to $-kT$ would make the deduced $D$ about 8% too low in this example.

## Ramp times, amplitude and frequency

With equal rise and fall times, $W$ falls from 0.679 eV at 30 ns to 0.460 eV at 3000 ns. The effective times reproduce the full integration within 0.05% throughout. The formula with threshold and flat band is 0.3% high at 30 ns and 3.7% low at 3000 ns. On the fast ramp the effective times are on average longer than (2); on the slow ramp they are shorter, as the argument for (21) requires. At 3000 ns the sharp-edge formula is 2.8% high, closer than the one with $\gamma$. This is a cancellation: the omitted $2\gamma kT=0.030$ eV outweighs the 0.017 eV lost through emission times that are too long.

A larger amplitude at fixed ramp times means a faster ramp. Going from 3 V to 4 V should, by (20), widen the window by $2kT\ln(4/3)=0.0149$ eV. The full integration gives 0.0137 eV. The ratio, 0.92, is the same reduction as in (22), since near the interval the amplitude acts through the ramp rate.

Halving the frequency at fixed ramp times leaves $W$ unchanged at 0.605 eV, so the current is halved. The ramp times must be held fixed for this: if the pulse is stretched as a whole, $t_r$ and $t_f$ grow too, and $I/f$ falls logarithmically.

If the low level is raised to 0.7 V above flat band, the surface stays in weak inversion ($\psi_s\simeq0.52$ eV, while the surface is intrinsic at 0.417 eV) and holds very few holes, about $2\times10^8$ cm⁻³. Traps high in the gap then exchange electrons with the channel alone, the other traps stay filled, and $W$ drops to $2\times10^{-6}$ eV. Equation (1) does not apply there, because the traps are not emptied by holes at the low level.

## Where the result fails

Very slow ramps. With the approximate times (2), the window closes when $vn_i\sqrt{\sigma_n\sigma_pt_et_h}=e^{-\gamma}$, here at times of $0.561/(100\ \mathrm{s^{-1}})\simeq6$ ms, and is negative beyond. On such ramps (2) is much too long, because the ends of the interval have moved far inside threshold and flat band. Equation (1) fails even with the times from (11) once $W$ is no longer large compared with $kT$: a trap at one edge then no longer has a negligible emission rate for the other carrier. On still slower ramps the last electron event need not precede the first hole event, and the times from (11) collapse. In this example (1) then passes through a minimum of about $0.4\,kT$ near ramp times of 0.3 s and grows again, while the true window keeps shrinking; a large $W$ from (1) is spurious there. In the quasi-static limit $F$ follows equilibrium, each carrier's exchange is balanced in detail, and $N$ tends to zero.

Very fast ramps. The edges move towards the bands, and $W$ cannot exceed the gap. In a long channel the electrons may also fail to reach source and drain before the holes arrive. They then recombine in the body and add a current that does not measure traps.

Many traps. The charge exchanged within the window shifts the gate voltage by about $qDW/C_{ox}$. With $C_{ox}=7.08\times10^{-7}$ F/cm² this is 1.4 mV here, negligible against 1.07 V. At $D=10^{12}$ cm⁻² eV⁻¹ it would be about 0.14 V. The trap charge then stretches the passage between threshold and flat band, but $W$ depends on the times only logarithmically. Even if both times grew by the full ratio $0.14/1.07\simeq13\%$, $W$ would shrink by just $2kT\ln1.13\simeq6$ meV, or 1%. At much higher densities $t_e$ and $t_h$ have to be found together with the trap charge.

The numerical output below lists the values used.

## Values computed for the example and the checks

```
temperature 300 K, kT = 0.02585 eV
doping 1.0e+17 cm^-3, n_i 1.0e+10 cm^-3, gap 1.10 eV
oxide thickness 5.0 nm, C_ox = 7.083e-07 F/cm^2
relative permittivities: semiconductor 12, oxide 4
s_n 2.0e-15 cm^2, s_p 5.0e-16 cm^2, v 1.0e+07 cm/s
D 1.0e+10 cm^-2 eV^-1, area 1.0e-06 cm^2, f 100 kHz
gate levels from flat band: -1.0 V and 2.0 V
rise time 200 ns, fall time 100 ns
phi_F = 0.4167 eV, V_T - V_FB = 1.0712 V
Euler constant gamma = 0.57722
effective emission times: t_e = 33.90 ns, t_h = 64.24 ns
times from V_T - V_FB: 35.71 ns, 71.41 ns
effective gate interval: fall 1.0169 V, rise 0.9637 V
window edges: upper 0.2928 eV, lower -0.3121 eV
W, full rate equation: 0.60495 eV
W, formula with effective times: 0.60483 eV
W, formula with V_T - V_FB times: 0.60075 eV
W, same times, sharp edges (no gamma): 0.63059 eV
largest deviation of trap profile N(E): 0.00135
current, full rate equation: 96.92 pA
current, formula with effective times: 96.90 pA
current, V_T - V_FB times with gamma: 96.25 pA
current, sharp edges: 101.03 pA
slope dW/dln(t_f) between 80 and 125 ns: -0.9224 kT
slope predicted, -(1-delta): -0.9224 kT, delta = 0.0776
W at half frequency: 0.60495 eV
W at levels -1.5 V, 2.5 V: full 0.61867 eV, formula 0.61854 eV
W with low level 0.7 V: 2.00e-06 eV
scan, t_r = t_f = t: W in eV
t (ns)   full     effective  V_T-V_FB  sharp edges
    30   0.67886  0.67873    0.68092   0.71076
   100   0.62148  0.62135    0.61867   0.64851
   300   0.56910  0.56897    0.56187   0.59171
  1000   0.51186  0.51171    0.49961   0.52946
  3000   0.45988  0.45971    0.44281   0.47266
```
